# Variance of secondary-electron counts under Poisson arrivals and Poisson emission

## Two electrons at a time

Let a steady electron beam strike a surface, and suppose that every primary electron releases two secondary electrons, never more or fewer. All secondaries are counted. If \(N\) primaries arrive while the beam dwells on one pixel, the count is

\[
S=2N .
\]

Let the primaries arrive independently at a constant mean rate, so that \(N\) has a Poisson distribution with mean \(L\):

\[
P(N=n)=e^{-L}\frac{L^n}{n!}.
\]

Its variance follows from

\[
E[N(N-1)]=\sum_{n\ge2}n(n-1)e^{-L}\frac{L^n}{n!}
=L^2e^{-L}\sum_{n\ge2}\frac{L^{n-2}}{(n-2)!}=L^2 .
\]

Hence \(E[N^2]=L^2+L\), and \(\operatorname{Var}N=E[N^2]-L^2=L\). Doubling a variable doubles its mean and quadruples its variance:

\[
E[S]=2L,\qquad \operatorname{Var}S=4L,\qquad
F\equiv\frac{\operatorname{Var}S}{E[S]}=2 .
\]

A Poisson count has \(F=1\), so \(S\) is not Poisson, although the arrivals are. The distribution shows it even more directly: \(S\) is never odd, whereas a Poisson variable with nonzero mean takes every non-negative integer value with nonzero probability.

This refutes the inference "the beam arrivals are Poisson, therefore the secondary counts are Poisson". The primaries are independent events. The two secondaries of one primary are not, because the presence of one guarantees the presence of the other.

The example also shows what the extra electrons are worth. Define the signal-to-noise ratio of a pixel as mean divided by standard deviation. Then

\[
\mathrm{SNR}=\frac{2L}{\sqrt{4L}}=\sqrt L ,
\]

the same as if the primaries themselves had been counted. Treating the \(2L\) secondaries as independent would have given \(\sqrt{2L}\).

## The general statement

Real emission is random. Let primary \(i\) release \(k_i\) secondaries, so that

\[
S=\sum_{i=1}^{N}k_i .
\]

The \(k_i\) are assumed independent of one another and of \(N\), with a common distribution of mean \(d>0\) and finite variance \(\sigma^2\). The number \(d\) is the mean yield per primary. Each secondary counts once, and a burst from one primary is short compared with the dwell time. Means and variances refer to repeated dwells on the same spot under unchanged conditions; differences of yield across an image are signal, not noise.

For any distribution of \(N\) with finite variance and nonzero mean,

\[
\boxed{F=\frac{\sigma^2}{d}+d\,F_N,\qquad F_N=\frac{\operatorname{Var}N}{E[N]} .}
\]

If the arrivals are Poisson, \(F_N=1\). If the emission is also Poisson, \(\sigma^2=d\). Then

\[
\boxed{F=1+d .}
\]

**Proof.** Fix \(N=n\). The mean of \(S\) is \(nd\). Since the \(k_i\) are independent, their covariances vanish and their variances add to \(n\sigma^2\). Therefore

\[
E[S^2\,|\,N=n]=n\sigma^2+n^2d^2 .
\]

Averaging over \(n\) gives

\[
E[S]=d\,E[N],\qquad E[S^2]=\sigma^2E[N]+d^2E[N^2].
\]

Subtracting the square of the mean,

\[
\operatorname{Var}S=\sigma^2E[N]+d^2\left(E[N^2]-E[N]^2\right)
=\sigma^2E[N]+d^2\operatorname{Var}N .
\]

Division by \(d\,E[N]\) yields the general formula, and the two Poisson conditions turn it into \(1+d\). \(\square\)

The two terms have separate origins. The first is the randomness of emission when the number of primaries is known. The second is the randomness of arrival, amplified by the yield: one extra primary adds \(d\) secondaries on average, so an arrival variance \(L\) becomes \(d^2L\). In the doubly Poisson case

\[
\operatorname{Var}S=Ld+Ld^2 .
\]

If exactly \(n\) primaries could be delivered to each pixel, \(F_N\) would be zero and Poisson emission would give \(F=1\). Poisson emission alone therefore does not produce the excess, and neither do Poisson arrivals alone. In the doubly Poisson case it comes from passing fluctuating arrivals through an emission process that can release several electrons at once. An emission law with \(\sigma^2>d\) would give \(F>1\) even for a fixed number of primaries, since then \(F=\sigma^2/d\).

## When the count is Poisson

Keep the arrivals Poisson but leave the emission law free. With \(F_N=1\) and \(\sigma^2=E[k^2]-d^2\),

\[
F=\frac{E[k^2]-d^2}{d}+d=\frac{E[k^2]}{d}
=1+\frac{E[k(k-1)]}{d}.
\]

The last step uses \(k^2=k(k-1)+k\). Since \(k(k-1)\) is zero for \(k=0,1\) and positive for larger integers, \(F\ge1\), with equality if and only if no primary releases more than one secondary.

Equality of variance and mean does not by itself prove that a distribution is Poisson, so the full distribution is needed. Let \(\phi(z)=E[z^k]\). For fixed \(N\), independence gives \(E[z^S|N]=\phi(z)^N\), and averaging over arrivals gives

\[
E[z^S]=e^{-L}\sum_{n=0}^{\infty}\frac{[L\phi(z)]^n}{n!}
=\exp\{L[\phi(z)-1]\}.
\]

If a primary gives one secondary with probability \(p\) and none otherwise, \(\phi(z)=1+p(z-1)\). The result is \(\exp[Lp(z-1)]\), the generating function of a Poisson variable with mean \(Lp\). Thus, for Poisson arrivals and \(d>0\), the count is Poisson precisely when each primary gives at most one counted secondary.

For Poisson emission,

\[
\phi(z)=\sum_k e^{-d}\frac{(dz)^k}{k!}=e^{d(z-1)},
\qquad
E[z^S]=\exp\{L[e^{d(z-1)}-1]\}.
\]

Setting \(z=0\) gives the probability of an empty pixel:

\[
P(S=0)=\exp[-L(1-e^{-d})].
\]

A Poisson distribution with the same mean would give \(e^{-Ld}\). Because \(1-e^{-d}<d\), the true probability is larger: bunching the electrons leaves more pixels empty.

The value \(1+d\) belongs to Poisson emission, not to every emission law of mean \(d\). For \(d=1.2\) it is 2.2. Consider instead the geometric law \(P(k)=(1-x)x^k\), with \(x=d/(1+d)\). Differentiating the geometric series twice gives \(\sum_k k(k-1)x^k=2x^2/(1-x)^3\), so

\[
E[k(k-1)]=2\left(\frac{x}{1-x}\right)^2=2d^2,
\qquad F=1+2d=3.4 .
\]

A measured mean yield therefore does not fix the noise; the second moment of the emission law is needed too.

## A pixel on a cobalt film

Take a conducting cobalt film imaged at 1 keV with a beam current \(I=10\) pA, a dwell time \(T=200\) ns and \(d=1.2\). These are rough typical values, not measurements on a particular film. The value 1.2 is close to the maximum yield usually quoted for cobalt, which lies somewhat below 1 keV. At 1 keV, and with backscattered electrons excluded, the yield may be near or below one, and the remarks below that need \(d>1\) then do not apply. The material enters this calculation only through \(d\). With \(e\) the elementary charge,

\[
L=\frac{IT}{e}=12.48,\qquad E[S]=Ld=14.98 .
\]

The variance has an emission part and an arrival part:

\[
\operatorname{Var}S=Ld+Ld^2=14.98+17.98=32.96 .
\]

The ratio is 2.20. The standard deviation is 5.74 electrons, whereas a Poisson count of the same mean would have 3.87. More than half of the variance comes from the arrivals, as it must for Poisson emission whenever \(d>1\).

The low tail changes more than the width. An empty pixel has probability \(1.6\times10^{-4}\), against \(3.1\times10^{-7}\) for the Poisson distribution. Five or fewer secondaries occur with probability 0.031, against 0.0028. If pixels with five or fewer counts are flagged as dark, false alarms are therefore about eleven times as frequent as Poisson statistics predict. The factor depends on the threshold: if only empty pixels are flagged, it is about 520.

As a test of the main result, the count distribution was built from the arrival and emission probabilities by repeated convolution, without the variance formula. Its variance-to-mean ratio agreed with \(1+d\) for this pixel and for yields of 0.1, 0.8 and 3.0, each at 0.5, 4 and 15 mean primaries.

## Signal-to-noise ratio and dose

For Poisson arrivals and any emission law, \(\operatorname{Var}S=L\,E[k^2]\), so

\[
\mathrm{SNR}^2=\frac{(Ld)^2}{L\,E[k^2]}
=L\,\frac{d^2}{d^2+\sigma^2}\le L .
\]

Equality requires \(\sigma^2=0\), as in the opening example. With Poisson emission,

\[
\mathrm{SNR}^2=L\,\frac{d}{1+d}.
\]

For \(d\ll1\) this tends to \(Ld\), the Poisson result: most primaries that yield anything yield one electron. For \(d\gg1\) it tends to \(L\): further secondaries repeat the news that a primary has arrived.

In the cobalt pixel the SNR is \(14.98/5.74=2.61\). The Poisson estimate, \(\sqrt{14.98}=3.87\), exceeds even the limit \(\sqrt L=3.53\). It does so whenever \(d>1\), which by itself shows the estimate to be inconsistent with Poisson arrivals.

To reach a target SNR the pixel needs

\[
L=\mathrm{SNR}^2\,\frac{1+d}{d}.
\]

For a target of 5, at fixed current and yield, this is \(25\times2.2/1.2=45.8\) primaries. Their mean spacing in time is \(e/I=16.02\) ns, so the dwell must be 734 ns. The Poisson estimate asks for \(25/1.2=20.8\) primaries and 334 ns. That shorter dwell really gives \(5/\sqrt{2.2}=3.37\).

The same factor enters a gain calibration. Let an integrating detector report \(X=GS\), with constant gain \(G\) and no added noise. Then \(\operatorname{Var}X/E[X]=G^2\operatorname{Var}S/(G\,E[S])=GF\). Reading this ratio as \(G\), on the assumption of Poisson counts, overestimates the gain by the factor \(F\).

## What the detector changes

Suppose each secondary is detected independently with probability \(q\). One secondary contributes the factor \(1-q+qz\) to the generating function, so the number detected from one primary has

\[
E[(1-q+qz)^k]=\exp\{d[(1-q+qz)-1]\}=e^{qd(z-1)} .
\]

This is again a Poisson law, with mean \(qd\), and therefore

\[
F=1+qd .
\]

At \(q=0.5\) the example gives 1.6. A poor detector brings \(F\) closer to one because it less often catches two or more electrons from the same primary. The image is not improved: \(\mathrm{SNR}^2=Lqd/(1+qd)\) falls as \(q\) falls.

A pulse counter may behave differently. If it merges all secondaries of one primary into a single pulse, yet resolves different primaries, each primary contributes zero or one count. The probability of one count is \(1-e^{-d}\), so the output is Poisson with mean \(L(1-e^{-d})=8.72\) in the example. This does not contradict the theorem, because pulses have been counted rather than electrons. It requires pulses longer than the time spread of a burst and much shorter than the 16 ns mean interval between primaries, a narrow range at this current. With instantaneous bursts, a dead time of 1 ns that restarts at every electron already lowers the mean to about 8.35 and \(F\) to about 0.92, and one of 3 ns lowers them to about 7.65 and 0.77. If the secondaries of a burst are spread over about 1 ns, the two conditions cannot both be met well in this example.

An integrating detector adds noise if its pulses differ in height. Let a single-electron pulse have mean \(g\) and variance \(vg^2\), independently of the others. The signal from one primary is then a sum of a Poisson number of pulses. The variance formula proved above, applied to this sum, gives the variance \(d\,vg^2+g^2d=dg^2(1+v)\). Measured in units of \(g\), the signal per primary has mean \(d\) and variance \(d(1+v)\), and a second use of the formula gives

\[
F=1+d+v .
\]

With the chosen value \(v=0.25\), \(F\) is 2.45.

Finally, detection may be delayed. Let each secondary have an independent exponential delay of mean \(\tau\), and let \(p(u)\) be the probability that a secondary from a primary at time \(u\) is detected between 0 and \(T\). That primary contributes a Poisson number with mean \(d\,p(u)\) and second moment \(dp+d^2p^2\). Divide the time axis into short intervals. Their contributions are independent, and each adds to the variance the mean number of primaries arriving in it (the arrival rate times its length) multiplied by the second moment. With rate \(L/T\),

\[
\operatorname{Var}S=\frac LT\int_{-\infty}^{\infty}\left[d\,p(u)+d^2p(u)^2\right]du .
\]

The first integral is \(\int p\,du=T\), since each detection time in the window is integrated over all possible delays. The second counts pairs of secondaries that both fall in the window. The difference \(s\) of two such delays has density \(e^{-|s|/\tau}/(2\tau)\), and two points of the window can be separated by \(s\) over a length \(T-|s|\). Hence

\[
\int p^2du=\frac1\tau\int_0^T(T-s)e^{-s/\tau}ds
=T-\tau\left(1-e^{-T/\tau}\right),
\]

where the last step is an integration by parts. Dividing the variance by the mean \(Ld\),

\[
F=1+d\left[1-\frac{\tau}{T}\left(1-e^{-T/\tau}\right)\right].
\]

For \(\tau\ll T\) this returns to \(1+d\). For \(\tau\gg T\) it tends to one, because electrons of one burst are spread over many pixels. This is not a gain in image quality. A fraction \((\tau/T)(1-e^{-T/\tau})\) of the mean count, 43 % at \(\tau=T/2\), then comes from primaries that arrived before the window, which in a scanned image blurs neighbouring pixels together. The bound \(\mathrm{SNR}^2\le L\) assumed short bursts and does not apply here: for \(\tau\gg T\), \(\mathrm{SNR}^2\) tends to \(Ld\). A chosen mean delay of 1 ns lowers the example only to 2.194; one of 40 ns lowers it to 1.96. At \(\tau=T/2\) and \(d=1.2\) the formula gives 1.681; a simulation of 800,000 primaries, two per window on average, gave 1.676, within the allowed difference of 0.03.

## How far the model holds for a real film

The Poisson emission law assumes that all primaries have the same mean yield. In a real film they do not: some are backscattered and release further secondaries on their way out. Let the mean yield \(m\) vary between primaries, with average \(d\), and let emission be Poisson for given \(m\). Then \(\sigma^2=d+\operatorname{Var}m\), and

\[
F=1+d+\frac{\operatorname{Var}m}{d}.
\]

As a rough case, let 30 % of the primaries be backscattered, with a mean yield of 2.25 instead of 0.75. The average remains \(0.7\times0.75+0.3\times2.25=1.2\), while \(\operatorname{Var}m=0.7(0.45)^2+0.3(1.05)^2=0.47\). This raises \(F\) from 2.20 to 2.59. If the detector also counts each backscattered electron, the mean per primary becomes 1.5 and \(F\) becomes 3.18. For cobalt, then, \(1+d\) is the result of a stated model; under these rough inputs it underestimates the noise.

The other effects sized here are smaller. If the current differs between dwells by a relative rms amount \(r\), the arrivals have variance \(L+L^2r^2\), so \(F_N=1+Lr^2\) and \(F=1+d+dLr^2\). For \(r=1\,\%\) the increase is 0.0015, but it grows with dose. Pauli correlation in the beam is limited by the occupancy of its quantum states, which is at most of order \((I/e)h/\Delta E=5\times10^{-7}\) for an energy width \(\Delta E=0.5\) eV, where \(h\) is Planck's constant. At 1 keV successive primaries are on average 30 cm apart, where their Coulomb energy is \(5\times10^{-9}\) eV. This estimate uses the final current and the mean distance; it does not cover close pairs or the larger current before the apertures.

The finite primary energy also limits a burst. At a rough average cost of 30 eV per secondary, the energy suffices for about 33, and the Poisson law places a probability of only \(5\times10^{-37}\) above that number. The cut-off is therefore harmless here, but this does not prove that emission is Poisson. Secondaries of one cascade share its energy and may be correlated well below the limit. What enters the noise is \(E[k^2]/E[k]\), and for a real film that ratio has to be measured or calculated from a model of the cascade.

The numerical output below lists the values for this pixel.

## Computed values

```
INPUTS: cobalt film, rough typical values
beam energy = 1000 eV
beam current = 10.0 pA
dwell time = 200 ns
mean secondary yield d = 1.20 per primary
COUNTS IN ONE PIXEL
mean primaries L = 12.483
mean secondaries = 14.980
variance of secondaries = 32.955
standard deviation = 5.741
Poisson standard deviation = 3.870
variance/mean F = 2.2000
F from simulation in time = 2.195
P(no secondary), true = 1.628e-04
P(no secondary), Poisson = 3.122e-07
P(5 or fewer), true = 0.03088
P(5 or fewer), Poisson = 0.00283
OTHER LAWS
F, fixed 12 primaries, Poisson emission = 1.0000
F, zero or one secondary = 1.0000
F, always two secondaries = 2.0000
F, geometric emission, same d = 3.4000
DETECTION AND IMAGE QUALITY
F at detection probability 0.50 = 1.6000
merged-burst count: mean = 8.723
merged-burst count: F = 1.0000
SNR in the example = 2.609
upper limit sqrt(L) on SNR = 3.533
target SNR = 5.0
primaries needed = 45.83
dwell needed = 734.3 ns
primaries by Poisson estimate = 20.83
dwell by Poisson estimate = 333.8 ns
SNR really reached with that dwell = 3.371
NEGLECTED EFFECTS, each alone, rough inputs
backscattered fraction = 0.30
extra/direct yield if backscattered = 2.0
mean yield, not backscattered = 0.750
mean yield, backscattered = 2.250
variance of mean yield = 0.4725
F with backscatter yield variation = 2.5937
F if backscattered are counted too = 3.1750
relative pulse-height variance = 0.250
F with pulse-height spread = 2.4500
F with 1.0 % rms current drift = 2.2015
F with 1.0 ns mean delay = 2.1940
F, delay of half a window, formula = 1.681
F, delay of half a window, simulated = 1.676
energy cost per secondary = 30 eV
P(k > 33), energy limit = 5.2e-37
beam energy width = 0.5 eV
beam state occupancy, upper scale = 5.2e-07
mean time between primaries = 16.02 ns
mean distance between primaries = 30.0 cm
Coulomb energy at that distance = 4.8e-09 eV
```
